# Conductivity-Type Change in Silicon Frozen with Equal Boron and Phosphorus

## Question

A silicon melt contains boron, an acceptor, and phosphorus, a donor, in equal numbers of atoms. It freezes from one end. The ratio of dopant content in the solid to that in the melt at the interface is $k_B=0.8$ for boron and $k_P=0.35$ for phosphorus. Unless a part says otherwise, assume that the melt is fully mixed, that dopants do not diffuse in the solid, that $k_B$ and $k_P$ are constant, that no dopant enters or leaves through other surfaces, and that no other impurity is electrically active.

Let $g$ be the fraction of the silicon atoms already frozen. Dopant content is counted per silicon atom and multiplied by the atom density of solid silicon, so that every concentration $C$ is in cm$^{-3}$ of solid. With this convention the density change on freezing does not enter the dopant balance, and in a finished ingot of uniform cross-section with a flat interface $g$ is the fraction of the height.

## (a) Derive the dopant concentration in the solid as a function of $g$.

**Answer.** Let $C_L$ be the content of one dopant in the melt and $C_0$ its starting value. The amount left in the melt is proportional to $(1-g)C_L$. When a further fraction $dg$ freezes, it takes away $kC_L\,dg$:

$$d\left[(1-g)C_L\right]=-kC_L\,dg .$$

Expanding the left side gives

$$(1-g)\,dC_L-C_L\,dg=-kC_L\,dg
\quad\Rightarrow\quad
\frac{dC_L}{C_L}=(1-k)\frac{dg}{1-g}.$$

The integral of $dg/(1-g)$ from 0 to $g$ is $-\ln(1-g)$, so

$$\ln\frac{C_L}{C_0}=-(1-k)\ln(1-g)
\quad\Rightarrow\quad
C_L=C_0(1-g)^{k-1}.$$

The solid forming at that moment has $C_S=kC_L$, and it keeps this content because there is no solid diffusion:

$$C_S(g)=kC_0(1-g)^{k-1}.\tag{1}$$

As a check, the dopant already frozen is

$$\int_0^g kC_0(1-s)^{k-1}ds=C_0\left[1-(1-g)^k\right],$$

and the melt holds $(1-g)C_L=C_0(1-g)^k$. The sum is $C_0$, as it must be.

For $k<1$ the solid takes less dopant than its share, so the melt, and with it the later solid, becomes richer. Equation (1) diverges as $g\to1$. Constant $k$ and a dilute solution cannot hold there, so the formula should not be used for the very last solid.

## (b) State the condition for the change of conductivity type, and justify it.

**Answer.** The type is that of the majority carrier. Let $n$ and $p$ be the electron and hole densities, $N_A$ the boron content of the solid and $N_D$ its phosphorus content. If all dopants are ionized, local charge neutrality reads $p+N_D=n+N_A$, or

$$p-n=N_A-N_D .$$

The solid is therefore p-type where $N_A>N_D$ and n-type where $N_D>N_A$. The intrinsic carrier density affects the sizes of $n$ and $p$ but not the sign of their difference. The change lies at $N_A=N_D$.

Two assumptions need examination. The first is full ionization. Where $n=p$, the Fermi level lies close to midgap. With a rough gap of 1.12 eV and dopant levels 0.045 eV from the band edges, it is about $0.56-0.045=0.515$ eV from each level. At 300 K, where $k_BT=0.02585$ eV (here $k_B$ is Boltzmann's constant), this is about 20 thermal energies, so very few dopants are neutral. A charge-neutrality calculation with partial ionization, for the concentrations of part (d) and band densities of $2.9\times10^{19}$ and $3.1\times10^{19}$ cm$^{-3}$, moves the point $n=p$ by about $10^{-9}$ in $g$, if local neutrality is assumed.

The second is local neutrality, which fails in the space-charge layer around the junction. Measure position from the plane $N_A=N_D$ and the potential from the value at which $n=p$. If the dopants are fully ionized and the net doping is linear across that layer, the Poisson equation and the neutral conditions on its two sides are unchanged when position and potential are reversed together. The potential is then odd about this plane, so it is zero there, and $n=p$ remains there. The layer gives the junction a width, a few tens of micrometres for the ingot of part (d), but to this order does not displace it. Partial ionization and the curvature of the profile break the symmetry slightly. With both included in the Poisson equation the point $n=p$ moves by about $2\times10^{-8}$ in $g$, more than the neutral estimate but still negligible.

## (c) Show that the solid changes type once, near $g=0.84$. Which way does the change go, and how does its position depend on $k_B$ and $k_P$?

**Answer.** Apply equation (1) to both dopants with the same $C_0$ and divide:

$$\frac{N_D}{N_A}=\frac{k_P}{k_B}(1-g)^{(k_P-1)-(k_B-1)}
=\frac{k_P}{k_B}(1-g)^{-(k_B-k_P)}.\tag{2}$$

At $g=0$ the ratio is $0.35/0.8=0.4375$. The first solid is p-type although the melt is balanced, because the solid accepts boron more readily. Since $k_B-k_P=0.45$ is positive, the ratio rises steadily with $g$ and grows without limit as $g\to1$. It passes through 1 once, and the change is from p to n.

Setting the ratio to 1 gives

$$(1-g^*)^{k_B-k_P}=\frac{k_P}{k_B}
\quad\Rightarrow\quad
g^*=1-\left(\frac{k_P}{k_B}\right)^{1/(k_B-k_P)}.\tag{3}$$

The starting concentration has cancelled. Numerically,

$$\ln(1-g^*)=\frac{\ln0.4375}{0.45}=\frac{-0.8267}{0.45}=-1.837,$$

$$1-g^*=0.1593,\qquad g^*=0.841 .$$

At this point the solid contains equal amounts, so the melt must contain phosphorus and boron in the ratio $k_B/k_P=2.286$. The melt has to be enriched in phosphorus relative to boron by this factor before the solid can become n-type.

To see the dependence on the two coefficients, write

$$-\ln(1-g^*)=\frac{\ln k_B-\ln k_P}{k_B-k_P}
=\frac{1}{k_B-k_P}\int_{k_P}^{k_B}\frac{dk}{k}.$$

The right side is the average of $1/k$ between $k_P$ and $k_B$. Because $1/k$ decreases with $k$, raising either end of the interval lowers the average. A larger value of either coefficient, with $k_P<k_B$ maintained, therefore brings the change **earlier**. For example, $k_P=0.36$ instead of 0.35 gives $g^*=0.837$.

Two limits follow. If $k_P\to0$ at fixed $k_B$, the average diverges and $g^*\to1$: phosphorus accumulates in the melt, but the solid accepts so little of it that the change is delayed to the end. If $k_P\to k_B$, the average tends to $1/k_B$ and $g^*\to1-e^{-1/k_B}$. The position stays finite, but the difference between the two dopant profiles vanishes. When the coefficients are equal the solid is balanced throughout and has no type change.

## (d) An ingot is 25 cm high, freezes from the bottom and starts with $C_0=2.0\times10^{16}$ cm$^{-3}$ of each dopant. Locate the junction and find the gradient of net doping there.

**Answer.** The height of the junction is $0.8407\times25=21.0$ cm, which leaves an n-type cap of 4.0 cm. Equation (1) gives the following contents, in units of $10^{16}$ cm$^{-3}$:

| $g$ | boron | phosphorus | $N_A-N_D$ |
|---|---|---|---|
| 0 | 1.600 | 0.700 | +0.900 |
| 0.5 | 1.838 | 1.098 | +0.739 |
| 0.8 | 2.208 | 1.993 | +0.215 |
| 0.9 | 2.536 | 3.127 | −0.591 |

The differences are taken before rounding. Both contents rise, while their difference falls and changes sign. At $g=0.8$ the net doping is about one tenth of the boron content. A modest relative error in either dopant then matters greatly to the difference.

An independent account divides the ingot into 100 000 equal slices. Each slice takes $k$ times the current melt content, and the remaining dopant is then updated without use of equation (1). The two contents cross once, at $g=0.8407$, in agreement with equation (3).

At the junction the common content is

$$C^*=k_BC_0(1-g^*)^{k_B-1}
=1.6\times10^{16}\times0.1593^{-0.2}
=2.31\times10^{16}\ \text{cm}^{-3}.$$

Differentiating equation (1) for either dopant gives $dC_S/dg=(1-k)C_S/(1-g)$. With $N_A=N_D=C^*$ at the junction,

$$\left.\frac{d(N_A-N_D)}{dg}\right|_{g^*}
=\frac{\left[(1-k_B)-(1-k_P)\right]C^*}{1-g^*}
=-\frac{(k_B-k_P)C^*}{1-g^*}.$$

The value is $-0.45\times2.31\times10^{16}/0.1593=-6.53\times10^{16}$ cm$^{-3}$ per unit $g$. Division by the height of 25 cm gives $-2.61\times10^{15}$ cm$^{-4}$. The minus sign says that net acceptor doping decreases upwards.

Changing $C_0$ equally for both dopants scales these concentrations and the gradient but leaves the junction where it is.

## (e) The charge now has $r$ phosphorus atoms per boron atom. Find the new position, and treat a 10 % phosphorus excess and a charge with equal weights of the two dopants.

**Answer.** The ratio in equation (2) is multiplied by $r$. Setting it to 1 gives

$$1-g^*=\left(r\frac{k_P}{k_B}\right)^{1/(k_B-k_P)}.\tag{4}$$

A p-type part requires the ratio at $g=0$ to be below 1, so $r<k_B/k_P=2.286$. For larger $r$ the whole ingot is n-type.

For small changes, the logarithm of equation (4) gives

$$\frac{d\ln(1-g^*)}{d\ln r}=\frac{1}{k_B-k_P}=\frac{1}{0.45}\approx2.2 .$$

A relative error in the charge is thus more than doubled in the remaining melt fraction. For $r=1.1$,

$$1-g^*=0.1593\times1.1^{1/0.45}=0.197,\qquad g^*=0.803 .$$

The junction moves down by 0.038 in $g$, or 0.9 cm in this ingot.

For equal weights, the atom ratio is the inverse ratio of the atomic masses:

$$r=\frac{10.81}{30.974}=0.349 .$$

Equation (4) then gives $g^*=0.985$. The n-type cap shrinks from 4.0 cm to about 0.4 cm, where the solid is still dilute (about $4\times10^{16}$ cm$^{-3}$ of each dopant) but the remaining melt is so shallow that full mixing and a flat interface are doubtful. The result near 0.84 therefore requires equal numbers of atoms, not equal parts by weight.

## (f) The melt is mixed except for a stagnant film of thickness $\delta=0.1$ cm at the interface. The growth rate is $v=1$ cm/h ($2.78\times10^{-4}$ cm/s), and both dopants have melt diffusivity $D=2\times10^{-4}$ cm$^2$/s. Find the shift.

**Answer.** Let $z$ point from the interface into the melt, in a frame moving with the interface. Neglect the density difference between melt and solid in this estimate. Melt then flows towards the interface at speed $v$. The dopant flux towards the interface is $vC+D\,dC/dz$. In a steady film it is the same at every $z$ and equals the uptake by the solid, $vkC_i$, where $C_i=C(0)$:

$$vC+D\frac{dC}{dz}=vkC_i .$$

The solution with $C(0)=C_i$ is

$$C(z)=C_i\left[k+(1-k)e^{-vz/D}\right].$$

At $z=\delta$ it must equal the mixed-melt content $C_L$. The ratio of solid content to mixed-melt content is therefore

$$k_{\rm eff}=\frac{kC_i}{C_L}=\frac{k}{k+(1-k)e^{-v\delta/D}}.\tag{5}$$

If the film is thin compared with the melt, its own dopant content can be neglected in the balance of part (a). Then $k_{\rm eff}$ replaces $k$ throughout equation (3).

Here $v\delta/D=0.139$, which gives $k_{\rm eff}=0.821$ for boron and 0.382 for phosphorus. Both have risen, because rejected dopant piles up in front of the interface. By the argument in part (c), the junction must come earlier. Equation (3) gives $g^*=0.825$, a shift of $-0.016$, or 0.4 cm downwards. The last digit of the shift is not secure: keeping the film's own dopant in the balance gives $-0.015$, and allowing for the denser melt gives $-0.014$. The shift also depends strongly on the rough inputs. It is about $-0.04$ for $\delta=0.3$ cm and $-0.06$ for $\delta=0.5$ cm, and it is about halved if phosphorus diffuses roughly twice as fast as boron.

The conditions for this estimate are met at the junction: the remaining melt is about 4 cm deep against a film of 0.1 cm, and the film's diffusion time $\delta^2/D=50$ s is short compared with the 25 h of growth. The treatment fails near the end, when the remaining depth becomes comparable with $\delta$.

## (g) Return to a fully mixed melt, but let phosphorus evaporate from its free surface. The loss per unit area and time is $hC_L$, with $h=1.0\times10^{-5}$ cm/s. Find the shift and the value of $h$ above which no n-type part forms.

**Answer.** Take equal areas for the free surface and the interface, no return from the gas, and again neglect the density difference. For an ingot of height $H$, freezing a fraction $dg$ takes the time $dt=H\,dg/v$. The phosphorus balance per unit area is

$$H\,d\left[(1-g)C_L\right]=-k_PC_LH\,dg-hC_L\frac{H\,dg}{v}.$$

Division by $H$ gives

$$d\left[(1-g)C_L\right]=-\left(k_P+\frac hv\right)C_L\,dg .$$

This is the balance of part (a) with $k_P+h/v$ in place of $k_P$, so $C_L=C_0(1-g)^{k_P+h/v-1}$. The solid still takes up $k_PC_L$, however, so the prefactor remains $k_P$:

$$\frac{N_D}{N_A}=\frac{k_P}{k_B}(1-g)^{-(k_B-k_P-h/v)}.$$

For $h/v<k_B-k_P$ the junction lies at

$$1-g^*=\left(\frac{k_P}{k_B}\right)^{1/(k_B-k_P-h/v)}.\tag{6}$$

With $h/v=0.036$ the denominator is 0.414. Then $\ln(1-g^*)=-0.8267/0.414=-1.997$, and $g^*=0.864$. The junction moves up by 0.0235 in $g$, or 0.6 cm.

If $h/v=k_B-k_P$, the ratio stays at 0.4375. If $h/v$ is larger, the ratio falls during growth. In both cases the ingot remains p-type. The limit is

$$h=0.45\,v=1.25\times10^{-4}\ \text{cm/s}.$$

If $h$ acts on the true concentration in the melt, which is about 10 % denser than the solid, this limit falls to about $1.1\times10^{-4}$ cm/s and the shift found above rises to about 0.026. This is the limit of the ideal model. The cap given by equation (6) becomes very thin well before it is reached: at $h=1.0\times10^{-4}$ cm/s it is only about 0.003 cm in this ingot, and it would form from a melt layer far thinner than the film of part (f). The content there, about $10^{17}$ cm$^{-3}$, is still dilute, but a mixed melt under a flat interface can no longer be assumed. A usable n-type part is therefore lost at a smaller $h$.

With $h$, $\delta$ and $D$ held fixed, slower growth weakens the film effect, which depends on $v\delta/D$, but strengthens evaporation, which depends on $h/v$.

## (h) How far can the ideal result be applied to a real ingot?

**Answer.** The example is in the regime of directionally solidified, compensated solar-grade silicon. Its dopant content is 0.4 atomic parts per million of each element, and its height and growth rate are round values of a realistic order. The film thickness and diffusivities are rough. The evaporation speed is an assumed trial value, since it depends on gas pressure, gas flow and the state of the melt surface.

Real ingots do not have perfectly balanced charges, perfectly mixed melts or closed surfaces. They may also contain other donors or acceptors, which are left out here and matter most near the junction, where the net doping is small. For the values used here, taken one at a time, a 10 % phosphorus excess moves $g^*$ by $-0.038$, the film by $-0.016$ and evaporation by $+0.0235$. The last two have opposite signs, but their joint effect has not been calculated. An increase of 0.01 in $k_P$ contributes $-0.004$.

Solid diffusion is much less important. With a rough diffusivity of $5\times10^{-11}$ cm$^2$/s near the melting point, applied for the whole 25 h, the diffusion length is

$$\sqrt{2\times5\times10^{-11}\times9.0\times10^4}\ \text{cm}=3\times10^{-3}\ \text{cm}.$$

This is an upper estimate for that diffusivity, because the solid cools and most of it is present for less than the full time. It is small beside the 4 cm cap.

Partial ionization changes the carrier density more than it changes the junction position. At the bottom of the ingot, the calculation described in part (b) gives $8.90\times10^{15}$ holes per cm$^3$, or 98.8 % of the net doping.

The figure 0.84 is thus the result for equal atom numbers and ideal normal freezing. Taken one at a time, the moderate departures considered here move the junction by up to about 0.04 in $g$, which is about a centimetre in a 25 cm ingot. Departures that act in the same direction can together move it further: the film and the 10 % phosphorus excess together give about $-0.058$, or 1.4 cm. A more weakly mixed melt does so alone, since a film of 0.5 cm lowers the junction by about 1.6 cm. If such an ingot is to be cut so as to keep p-type material, the cut needs a margin of at least that order below 21 cm, or a measurement of the type along the height. This margin secures the type only. At 20 cm the net doping is about a quarter of its value at the bottom, so a limit on resistivity would place the cut lower. A curved interface adds a further condition: $g$ still measures the frozen fraction, but the junction then follows the shape of the interface instead of lying at one height. The main values used above are collected in the numerical output.

## Calculated quantities

```
k boron, k phosphorus: 0.8, 0.35
kP/kB: 0.4375; kB-kP: 0.45
ln(kP/kB): -0.8267
ln(1-g*): -1.8371
remaining melt fraction 1-g*: 0.1593
type change g*, formula: 0.8407
type change g*, slice account: 0.8407
C0 of each dopant: 2.00e+16 cm^-3
C0 per million Si atoms: 0.400 ppm atomic
ingot height: 25.0 cm; growth rate: 1.0 cm/h
growth rate converted: 2.778e-04 cm/s
g, boron, phosphorus, boron minus phosphorus (cm^-3):
  0.0  1.600e+16  7.000e+15  +9.000e+15
  0.5  1.838e+16  1.098e+16  +7.395e+15
  0.8  2.208e+16  1.993e+16  +2.149e+15
  0.9  2.536e+16  3.127e+16  -5.910e+15
common concentration at g*: 2.310e+16 cm^-3
height of type change: 21.02 cm
length of n-type cap: 3.98 cm
net doping slope at g*: -6.527e+16 cm^-3 per unit g
net doping gradient at g*: -2.611e+15 cm^-4
10 % more phosphorus: g* = 0.8031, shift -0.0376
largest P/B charge ratio with a p-type part: 2.286
atomic masses B, P: 10.81, 30.974 g/mol
equal weights: P/B atom ratio 0.349, g* = 0.9846
melt film: 0.1 cm; melt diffusivity: 2.0e-04 cm^2/s
film number v*delta/D: 0.1389
effective k boron, phosphorus: 0.8213, 0.3822
with film: g* = 0.8248, shift -0.0159
evaporation speed h: 1.0e-05 cm/s; h/v: 0.0360
with evaporation: g* = 0.8642, shift +0.0235
h above which no n-type part forms: 1.250e-04 cm/s
kP raised by 0.01: g* = 0.8371, shift -0.0036
solid diffusivity: 5.0e-11 cm^2/s
growth time: 25.0 h
solid diffusion length, upper estimate: 3.0e-03 cm
temperature for carriers: 300 K; kT: 0.02585 eV
gap: 1.12 eV; dopant level depth: 0.045 eV
band densities, conduction and valence: 2.9e+19, 3.1e+19 cm^-3
holes at g=0: 8.896e+15 cm^-3
holes / net doping at g=0: 0.9884
size of g* shift from partial ionization: 1e-09
```
